**Rigid scissor shift and effective masses in a one-dimensional crystal**

The program tests that adding `shift * P_c(k)` to a Bloch Hamiltonian, with `P_c(k)` the projector on the conduction states at each k, leaves the band curvatures unchanged. Here `p` is the bare interband velocity, `g` the unshifted gap, and all quantities are in Hartree atomic units. Finite differences of the scissored operator are asserted to agree with the velocity ratio `(g + shift)/g`, with the projector-curvature formula, and with the original band curvature once all terms are summed. This is done for a narrow-gap crystal and, at a generic k, for a crystal without inversion symmetry and with two valence bands. For the narrow-gap crystal, the velocity correction is also computed from the real-space kernel of the commutator with position. The output shows a conduction mass of 0.0668 before and after the shift, against 0.0975 with bare velocities over the larger gap and 0.0453 with rescaled velocities alone. A stronger local potential with the same enlarged gap gives 0.0974, so in that case the mass does rise. A k.p model refitted to the shifted gap reproduces the edge mass, but its quartic coefficient is smaller in magnitude by a factor of about 0.66.

## Numerical check

```python
"""
Result under test: a rigid scissor shift leaves effective masses unchanged.

H(k) = (k+G)^2/2 + V is a one-dimensional Bloch Hamiltonian in plane waves.
H_S(k) = H(k) + shift * P_c(k), P_c(k) = projector on conduction states at k.
For a valence-conduction pair with gap g and bare velocity element p:
  velocity element of H_S        = p (g + shift) / g
  curvature of shift*P_c, cond.  = -2 shift sum |p|^2 / g^2   (valence: +)
The two effects together restore the original band curvature.
Hartree atomic units throughout; masses are in electron masses.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a = 6.0
M = 8
G = 2 * np.pi / a * np.arange(-M, M + 1)
SIZE = len(G)
STEP = 5e-4


def bloch_h(k, coeffs):
    h = np.diag((k + G) ** 2 / 2).astype(complex)
    for n, c in enumerate(coeffs, start=1):
        h += c * np.eye(SIZE, k=-n) + np.conj(c) * np.eye(SIZE, k=n)
    return h


def scissored_h(k, coeffs, nval, shift):
    h = bloch_h(k, coeffs)
    cond = eigh(h)[1][:, nval:]
    return h + shift * cond @ cond.conj().T


def derivatives(f, x, h=STEP):
    """First and second derivatives by five-point differences."""
    m2, m1, z, p1, p2 = [f(x + j * h) for j in (-2, -1, 0, 1, 2)]
    first = (m2 - 8 * m1 + 8 * p1 - p2) / (12 * h)
    second = (-m2 + 16 * m1 - 30 * z + 16 * p1 - p2) / (12 * h**2)
    return first, second


def fourth_derivative(f, h=1e-3):
    m2, m1, z, p1, p2 = [f(j * h) for j in (-2, -1, 0, 1, 2)]
    return (m2 - 4 * m1 + 6 * z - 4 * p1 + p2) / h**4


def interband_sum(energies, vel, n):
    """Second-order perturbation sum for the curvature of band n."""
    return sum(2 * abs(vel[m, n]) ** 2 / (energies[n] - energies[m])
               for m in range(SIZE) if m != n)


def analyse(k, coeffs, nval, shift, nbands):
    """Compare finite-difference operators with the derived formulas."""
    e, u = eigh(bloch_h(k, coeffs))
    p = u.conj().T @ np.diag(k + G) @ u
    gaps = e[None, nval:] - e[:nval, None]
    ratio = np.ones((SIZE, SIZE))
    ratio[:nval, nval:] = (gaps + shift) / gaps
    ratio[nval:, :nval] = ratio[:nval, nval:].T
    d1, d2 = derivatives(lambda q: scissored_h(q, coeffs, nval, shift), k)
    vel = u.conj().T @ d1 @ u
    assert np.allclose(vel, p * ratio, rtol=1e-5, atol=1e-6)
    second = np.real(np.diag(u.conj().T @ d2 @ u))
    weight = np.abs(p[:nval, nval:]) ** 2 / gaps**2
    contact = np.concatenate([2 * shift * weight.sum(axis=1),
                              -2 * shift * weight.sum(axis=0)])
    assert np.allclose(second[:nbands] - 1, contact[:nbands],
                       rtol=1e-5, atol=1e-5)
    e_shifted = e + shift * (np.arange(SIZE) >= nval)
    inter = np.array([interband_sum(e_shifted, vel, n)
                      for n in range(nbands)])
    total = second[:nbands] + inter
    # reference: curvature of the bands of the unshifted Hamiltonian
    bare = derivatives(lambda q: np.linalg.eigvalsh(bloch_h(q, coeffs)),
                       k)[1][:nbands]
    assert np.allclose(total, bare, rtol=1e-5, atol=1e-5)
    return dict(e=e, u=u, p=p, vel=vel, ratio=ratio, e_shifted=e_shifted,
                contact=second[:nbands] - 1, inter=inter, total=total,
                bare=bare)


# General case: no inversion symmetry, two valence bands, generic k
analyse(0.17, [0.15 + 0.05j, 0.10 - 0.08j, 0.04j], 2, 0.12, 4)

# Worked example: narrow gap at the zone boundary, one valence band
V1, V2, shift = 0.02, 0.01, 0.02
pot = [V1, V2]
k0 = np.pi / a
r = analyse(k0, pot, 1, shift, 2)
e, u, p = r["e"], r["u"], r["p"]
gap = e[1] - e[0]
new_gap = gap + shift
p_cv, v_cv = abs(p[1, 0]), abs(r["vel"][1, 0])

# Velocity correction from the real-space kernel of i[shift*P_c, x].
# P_c = 1 - P_v, and the unit operator commutes with x.
cells, nx = 201, 32
dx = a / nx
x_cell = dx * np.arange(nx)
x_all = dx * np.arange(-(cells // 2) * nx, (cells // 2 + 1) * nx)


def psi(k, vec, x):
    return np.exp(1j * np.outer(x, k + G)) @ vec / np.sqrt(a)


kernel = np.zeros((nx, len(x_all)), dtype=complex)
for j in range(-(cells // 2), cells // 2 + 1):
    kj = 2 * np.pi * j / (cells * a)
    val = eigh(bloch_h(kj, pot))[1][:, 0]
    kernel += np.outer(psi(kj, val, x_cell),
                       psi(kj, val, x_all).conj()) / cells
distance = x_all[None, :] - x_cell[:, None]
correction = -1j * shift * dx**2 * (
    psi(k0, u[:, 1], x_cell).conj()
    @ (kernel * distance) @ psi(k0, u[:, 0], x_all))
assert abs(correction - p[1, 0] * shift / gap) < 1e-5 * p_cv


# Ordinary k.p models at the shifted gap, without projector curvature
def kp_bands(coupling):
    return lambda q: np.linalg.eigvalsh(
        np.diag(r["e_shifted"] + q**2 / 2) + q * (coupling - k_diag))[:2]


k_diag = np.diag(np.diag(p))  # zero by symmetry, up to basis truncation
assert np.max(np.abs(np.diag(p)[:2])) < 1e-6
fit_coupling = p * np.sqrt(r["ratio"])
curv_velocity_only = derivatives(kp_bands(r["vel"]), 0.0)[1]
curv_fit = derivatives(kp_bands(fit_coupling), 0.0)[1]
assert np.allclose(curv_velocity_only, 1 + r["inter"], rtol=1e-5)
assert np.allclose(curv_fit, r["bare"], rtol=1e-5)

# The belief: bare velocities over enlarged denominators.
# Its exact operator has the projector frozen at the band edge.
frozen_projector = u[:, 1:] @ u[:, 1:].conj().T


def frozen_bands(q):
    return np.linalg.eigvalsh(bloch_h(k0 + q, pot)
                              + shift * frozen_projector)[:2]


def true_bands(q):
    return np.linalg.eigvalsh(bloch_h(k0 + q, pot))[:2]


belief = np.array([1 + interband_sum(r["e_shifted"], p, n)
                   for n in range(2)])
assert np.allclose(derivatives(frozen_bands, 0.0)[1], belief, rtol=1e-5)
assert belief[1] < r["bare"][1] < curv_velocity_only[1]


# A stronger local potential with the same enlarged gap
def edge_gap(v1):
    w = np.linalg.eigvalsh(bloch_h(k0, [v1, V2]))
    return w[1] - w[0]


V1_local = brentq(lambda v: edge_gap(v) - new_gap, V1, 4 * V1, xtol=1e-14)
p_local_u = eigh(bloch_h(k0, [V1_local, V2]))[1]
p_local = abs(p_local_u[:, 1].conj() @ ((k0 + G) * p_local_u[:, 0]))
curv_local = derivatives(lambda q: np.linalg.eigvalsh(
    bloch_h(k0 + q, [V1_local, V2])), 0.0)[1][1]
assert abs(curv_local / belief[1] - 1) < 0.02  # p changes slightly

# Away from the edge the fitted model is not the true band.
# The quartic law is a two-band limit; remote bands and the difference
# formula leave errors well below the two per cent allowed here.
quartic_true = fourth_derivative(true_bands)[1] / 24
quartic_fit = fourth_derivative(kp_bands(fit_coupling))[1] / 24
assert abs(quartic_fit / quartic_true / (gap / new_gap) - 1) < 0.02
q = 0.03
rise_true = true_bands(q)[1] - true_bands(0.0)[1]
rise_frozen = frozen_bands(q)[1] - frozen_bands(0.0)[1]
fit_model = kp_bands(fit_coupling)
rise_fit = fit_model(q)[1] - fit_model(0.0)[1]
rise_parabola = r["bare"][1] * q**2 / 2
assert rise_frozen < rise_true < rise_fit < rise_parabola

pair = 2 * p_cv**2 / gap
print(f"lattice constant: {a:.1f} bohr")
print(f"potential coefficients V1, V2: {V1:.3f}, {V2:.3f} hartree")
print(f"band-edge wavevector pi/a: {k0:.5f} 1/bohr")
print(f"unshifted gap: {gap:.6f} hartree = {gap * HARTREE_EV:.4f} eV")
print(f"scissor shift: {shift:.6f} hartree")
print(f"shifted gap: {new_gap:.6f} hartree = {new_gap * HARTREE_EV:.4f} eV")
print(f"ratio shifted/unshifted gap: {new_gap / gap:.5f}")
print(f"bare interband velocity: {p_cv:.6f} a.u.")
print(f"scissored interband velocity: {v_cv:.6f} a.u.")
print(f"velocity correction, formula: {p_cv * shift / gap:.6f} a.u.")
print(f"velocity correction, real-space kernel: {abs(correction):.6f} a.u.")
print(f"dipole element before shift: {p_cv / gap:.5f} bohr")
print(f"dipole element after shift: {v_cv / new_gap:.5f} bohr")
print("Conduction-edge curvature (inverse electron masses)")
print("  free-electron term: 1")
print(f"  valence-pair term, unshifted: {pair:.5f}")
print(f"  remote conduction bands: {r['bare'][1] - 1 - pair:.5f}")
print(f"  total, unshifted band: {r['bare'][1]:.5f}")
print(f"  pair term, scissored velocity and gap: {2*v_cv**2/new_gap:.5f}")
print(f"  projector curvature term: {r['contact'][1]:.5f}")
print(f"  total, scissored operator: {r['total'][1]:.5f}")
print(f"  pair term of the belief: {2 * p_cv**2 / new_gap:.5f}")
print("Valence-edge curvature (inverse electron masses)")
print(f"  total, unshifted band: {r['bare'][0]:.5f}")
print(f"  interband sum, scissored: {r['inter'][0]:.5f}")
print(f"  projector curvature term: {r['contact'][0]:.5f}")
print(f"  total, scissored operator: {r['total'][0]:.5f}")
print("Conduction-edge masses (electron masses)")
print(f"  unshifted band: {1 / r['bare'][1]:.5f}")
print(f"  scissored operator: {1 / r['total'][1]:.5f}")
print(f"  belief, bare velocity and larger gap: {1 / belief[1]:.5f}")
print(f"  rescaled velocity alone: {1 / curv_velocity_only[1]:.5f}")
print(f"  local potential with same larger gap: {1 / curv_local:.5f}")
print("Hole masses (electron masses)")
print(f"  unshifted band: {-1 / r['bare'][0]:.5f}")
print(f"  scissored operator: {-1 / r['total'][0]:.5f}")
print(f"  belief: {-1 / belief[0]:.5f}")
print(f"V1 of the stronger local potential: {V1_local:.6f} hartree")
print(f"its interband velocity: {p_local:.6f} a.u.")
print(f"fitted k.p coupling at shifted gap: {abs(fit_coupling[1,0]):.6f} a.u.")
print(f"mass from fitted k.p coupling: {1 / curv_fit[1]:.5f} electron masses")
print(f"quartic coefficient, true band: {quartic_true:.1f} a.u.")
print(f"quartic coefficient, fitted model: {quartic_fit:.1f} a.u.")
print(f"quartic ratio fitted/true: {quartic_fit / quartic_true:.4f}")
print(f"unshifted/shifted gap: {gap / new_gap:.4f}")
print(f"Conduction-band rise at {q:.2f} 1/bohr from the edge (millihartree)")
print(f"  true and scissored band: {1e3 * rise_true:.4f}")
print(f"  belief, frozen projector: {1e3 * rise_frozen:.4f}")
print(f"  fitted k.p model: {1e3 * rise_fit:.4f}")
print(f"  parabola with true edge mass: {1e3 * rise_parabola:.4f}")
print("all tests passed")
```

It prints:

```
lattice constant: 6.0 bohr
potential coefficients V1, V2: 0.020, 0.010 hartree
band-edge wavevector pi/a: 0.52360 1/bohr
unshifted gap: 0.039256 hartree = 1.0682 eV
scissor shift: 0.020000 hartree
shifted gap: 0.059256 hartree = 1.6124 eV
ratio shifted/unshifted gap: 1.50947
bare interband velocity: 0.523782 a.u.
scissored interband velocity: 0.790636 a.u.
velocity correction, formula: 0.266854 a.u.
velocity correction, real-space kernel: 0.266854 a.u.
dipole element before shift: 13.34269 bohr
dipole element after shift: 13.34269 bohr
Conduction-edge curvature (inverse electron masses)
  free-electron term: 1
  valence-pair term, unshifted: 13.97733
  remote conduction bands: -0.00284
  total, unshifted band: 14.97449
  pair term, scissored velocity and gap: 21.09842
  projector curvature term: -7.12109
  total, scissored operator: 14.97449
  pair term of the belief: 9.25973
Valence-edge curvature (inverse electron masses)
  total, unshifted band: -12.97735
  interband sum, scissored: -21.09845
  projector curvature term: 7.12109
  total, scissored operator: -12.97735
Conduction-edge masses (electron masses)
  unshifted band: 0.06678
  scissored operator: 0.06678
  belief, bare velocity and larger gap: 0.09750
  rescaled velocity alone: 0.04526
  local potential with same larger gap: 0.09737
Hole masses (electron masses)
  unshifted band: 0.07706
  scissored operator: 0.07706
  belief: 0.12107
V1 of the stronger local potential: 0.030202 hartree
its interband velocity: 0.524215 a.u.
fitted k.p coupling at shifted gap: 0.643523 a.u.
mass from fitted k.p coupling: 0.06678 electron masses
quartic coefficient, true band: -1241.7 a.u.
quartic coefficient, fitted model: -823.1 a.u.
quartic ratio fitted/true: 0.6629
unshifted/shifted gap: 0.6625
Conduction-band rise at 0.03 1/bohr from the edge (millihartree)
  true and scissored band: 5.9639
  belief, frozen projector: 4.3578
  fitted k.p model: 6.1836
  parabola with true edge mass: 6.7385
all tests passed
```
